# Infrared and Raman mode counts of monoclinic hafnia from factor-group analysis, part 1

(Sections cited here and not found follow in the second part.)

## 1. Symmetry and the count of modes

A zone-centre phonon calculation for monoclinic hafnia returns 33 optical frequencies. The next decision is which response to calculate for each mode. The lattice part of the static permittivity, which makes hafnia useful as a gate dielectric, needs the dipole produced by a mode. A Raman spectrum needs the change that the mode makes in the electronic polarizability. Symmetry settles the choice before either response is calculated: fifteen modes can have a dipole, the other eighteen can have a first-order Raman tensor, and no mode can have both. A low frequency is therefore not enough to raise the permittivity. A soft mode without a dipole adds nothing to it in linear response.

The statement concerns an ordered, stoichiometric, infinite crystal with space group $P2_1/c$. The atoms vibrate harmonically about their mean positions. Infrared activity means electric-dipole absorption by one phonon, and Raman activity means scattering by one phonon through a polarizability that is linear in the displacement. "Active" means that symmetry permits the response; it does not promise a line strong enough to be seen. The modes are first counted without the macroscopic electric field that accompanies some long waves. That field is added in the second half. The algebra uses atomic units, with $\hbar=e=m_e=4\pi\epsilon_0=1$.

### The crystal and its operations

The lattice vectors are $\mathbf a$, $\mathbf b$ and $\mathbf c$, with $\mathbf b$ perpendicular to the other two. The Cartesian axis $x$ lies along $\mathbf a$, $y$ along $\mathbf b$, and $z$ completes the right-handed set, so that $\mathbf c$ lies in the $xz$ plane. To keep fractional coordinates apart from Cartesian ones, a position is written $X\mathbf a+Y\mathbf b+Z\mathbf c$. Up to lattice translations, the space group has four operations:

$$
\begin{aligned}
E:&\ (X,Y,Z),\\
C_2:&\ (-X,\;Y+\tfrac12,\;-Z+\tfrac12),\\
i:&\ (-X,-Y,-Z),\\
\sigma:&\ (X,\;-Y+\tfrac12,\;Z+\tfrac12).
\end{aligned}
\tag{1}
$$

Here $C_2$ is a screw rotation, $i$ is inversion and $\sigma$ is a glide reflection. Since $\mathbf a$ and $\mathbf c$ are perpendicular to $\mathbf b$, reversing both of them while keeping $\mathbf b$ is a half-turn about $y$. The Cartesian rotation parts are therefore

$$
\begin{aligned}
R_E&=\mathrm{diag}(1,1,1), & R_{C_2}&=\mathrm{diag}(-1,1,-1),\\
R_i&=\mathrm{diag}(-1,-1,-1), & R_\sigma&=\mathrm{diag}(1,-1,1).
\end{aligned}
\tag{2}
$$

The products of these operations are needed below. Applying the screw twice gives

$$
(X,Y,Z)\to(-X,Y+\tfrac12,-Z+\tfrac12)\to(X,Y+1,Z),
\tag{3}
$$

because the last coordinate becomes $-(-Z+\tfrac12)+\tfrac12=Z$. The result is the lattice translation $\mathbf b$. Applying the glide twice gives $(X,Y,Z+1)$, the translation $\mathbf c$. Applying first the screw and then the inversion gives $(X,-Y-\tfrac12,Z-\tfrac12)$, which differs from $\sigma$ by $\mathbf b+\mathbf c$. In the opposite order the result is $\sigma$ itself.

If operations that differ by a lattice translation are treated as one, four elements remain. They commute, each squares to the identity, and $\sigma=C_2i$. This set is the factor group. It has the multiplication table of the point group $C_{2h}$, although the crystal has neither a pure twofold rotation nor a pure mirror.

Treating lattice translations as the identity is justified at the zone centre. There the displacement $\mathbf u_j$ of atom $j$ is the same in every cell, so a lattice translation leaves the whole pattern unchanged. At another wavevector $\mathbf q$ the displacement changes by a phase from cell to cell. If $\mathbf q\cdot\mathbf b=\pi$, for example, translation by $\mathbf b$ multiplies the pattern by $-1$. By equation (3) the square of the screw is then $-1$ instead of $+1$, and the classification below does not carry over.

### Which atoms stay in place

The following rough fractional positions describe the monoclinic structure and serve as the example:

$$
\begin{aligned}
\mathrm{Hf}&:(0.28,0.04,0.21),\\
\mathrm{O1}&:(0.07,0.33,0.34),\\
\mathrm{O2}&:(0.45,0.76,0.48).
\end{aligned}
\tag{4}
$$

The operations in (1) turn each of them into four atoms. For hafnium, after whole lattice vectors have been added to bring the coordinates between 0 and 1, the four positions are

$$
\begin{gathered}
(0.28,0.04,0.21),\quad(0.72,0.54,0.29),\\
(0.72,0.96,0.79),\quad(0.28,0.46,0.71).
\end{gathered}
\tag{5}
$$

The two oxygen sites also give four atoms each, so the cell holds four Hf and eight O atoms, or twelve in all.

This cell is primitive. Suppose that an additional translation, shorter than a lattice vector, mapped the crystal onto itself. Such translations, taken modulo the lattice, form a group. No non-trivial member leaves a hafnium atom in place, so the four hafnium atoms divide into sets as large as the group, whose order must be 2 or 4. A group of either order contains a translation that becomes a lattice vector when doubled, and the components of that translation can only be 0 or $\tfrac12$. The differences between the first position in (5) and the other three are $(0.44,0.50,0.08)$, $(0.44,0.92,0.58)$ and $(0,0.42,0.50)$. None has the required form, so there is no additional translation.

An atom counts as fixed if an operation returns it to its own position or to the equivalent position in another cell. The screw would require $Y+\tfrac12=Y+n$ with integer $n$, which is impossible. The glide would require $Z+\tfrac12=Z+n$, which is also impossible. These two operations fix no atom at any position in this space group. Inversion fixes an atom if $2X$, $2Y$ and $2Z$ are all integers, that is, if every coordinate is 0 or $\tfrac12$ modulo 1. No site in (4) meets this condition. The numbers of fixed atoms are therefore

$$
N_E=12,\qquad N_{C_2}=N_i=N_\sigma=0.
\tag{6}
$$

### How an operation acts on displacements

Let operation $R$ carry atom $j$ to the position of atom $\pi_R(j)$. If atom $j$ is displaced by $\mathbf u_j$, the operation also rotates this displacement. The transformed pattern $S(R)u$ is defined by

$$
[S(R)u]_{\pi_R(j)}=R\,\mathbf u_j .
\tag{7}
$$

The translational part of the operation moves the equilibrium position but does not alter a difference between two positions, so it does not appear on the right. In components,

$$
S_{k\alpha,j\beta}(R)=\delta_{k,\pi_R(j)}R_{\alpha\beta},
\tag{8}
$$

where $\alpha$ and $\beta$ run over $x,y,z$. There are $3\times12=36$ displacement components, and $S(R)$ is a $36\times36$ matrix. Applying (7) twice permutes the atoms twice and multiplies the rotations, so these matrices have the same products as the factor group. Each is orthogonal, because it combines a permutation with a rotation or reflection. Each also squares to the identity. Hence $S^T=S^{-1}=S$, and the matrices are symmetric.

The harmonic energy per cell is

$$
U=\tfrac12\sum_{j\alpha,k\beta}u_{j\alpha}\Phi_{j\alpha,k\beta}u_{k\beta}.
\tag{9}
$$

Here $\Phi$ is the force-constant matrix summed over the cells that contain atom $k$. Moving the whole displaced crystal by a symmetry operation does not change its energy, so $U[Su]=U[u]$ for every $u$. This gives $S^T\Phi S=\Phi$. Multiplication from the left by $S$, with $SS^T=1$, gives $\Phi S=S\Phi$.

With $M_j$ the mass of atom $j$, the displacement in one normal mode is $\mathbf u_j=Q\,\mathbf e_j/\sqrt{M_j}$, where $Q$ is the normal coordinate and $\sum_j|\mathbf e_j|^2=1$. The equation of motion becomes

$$
\sum_{k\beta}D_{j\alpha,k\beta}e_{k\beta}=\omega^2e_{j\alpha},
\qquad
D_{j\alpha,k\beta}=\frac{\Phi_{j\alpha,k\beta}}{\sqrt{M_jM_k}} .
\tag{10}
$$

A symmetry operation exchanges atoms of equal mass, so the mass factors do not disturb the commutation, and $DS=SD$. The matrices $D$, $S(C_2)$ and $S(i)$ are symmetric and commute with one another. They therefore have a common set of eigenvectors. Each mode can be chosen so that the screw multiplies it by $s=\pm1$ and inversion multiplies it by $p=\pm1$. The glide then multiplies it by $sp$.

The four pairs of signs define the four mode types. The letter A means $s=+1$ and B means $s=-1$. The subscript $g$ means $p=+1$, an even mode, and $u$ means $p=-1$, an odd mode. For type $G$, the sign belonging to operation $R$ is written $\chi_G(R)$:

| Type | $E$ | $C_2$ | $i$ | $\sigma$ |
|---|---:|---:|---:|---:|
| $A_g$ | 1 | 1 | 1 | 1 |
| $B_g$ | 1 | −1 | 1 | −1 |
| $A_u$ | 1 | 1 | −1 | −1 |
| $B_u$ | 1 | −1 | −1 | 1 |

### Counting each type

The matrix $\tfrac12[1+sS(C_2)]$ leaves a vector unchanged if its screw sign is $s$ and gives zero if the sign is $-s$. The same construction selects the inversion sign $p$. The product of the two is the projector onto one type:

$$
\begin{aligned}
P_G&=\tfrac12[1+sS(C_2)]\,\tfrac12[1+pS(i)]\\
&=\tfrac14[1+sS(C_2)+pS(i)+spS(\sigma)]\\
&=\tfrac14\sum_R\chi_G(R)S(R).
\end{aligned}
\tag{11}
$$

The second line uses $S(C_2)S(i)=S(\sigma)$. A projector has eigenvalue 1 on the space that it selects and 0 elsewhere, so its trace is the dimension of that space. The number of displacement patterns of type $G$ is

$$
n_G=\operatorname{tr}P_G=\tfrac14\sum_R\chi_G(R)\chi(R),
\qquad \chi(R)=\operatorname{tr}S(R).
\tag{12}
$$

The trace follows from (8) with $k=j$ and $\beta=\alpha$:

$$
\chi(R)=\sum_{j\alpha}\delta_{j,\pi_R(j)}R_{\alpha\alpha}
=N_R\operatorname{tr}R .
\tag{13}
$$

An atom that moves to another site contributes to off-diagonal blocks only. From (2), the traces of the rotation parts are $3,-1,-3,1$ in the order $E,C_2,i,\sigma$. With the numbers in (6),

$$
\begin{aligned}
\chi&=(12\times3,\;0\times(-1),\;0\times(-3),\;0\times1)\\
&=(36,0,0,0).
\end{aligned}
\tag{14}
$$

Every type has $\chi_G(E)=1$, so (12) gives $n_G=36/4=9$ for all four:

$$
\Gamma_{\rm total}=9A_g+9B_g+9A_u+9B_u .
\tag{15}
$$

The equal numbers have a direct meaning. Choose any displacement $\mathbf u_1$ of one atom in a set of four. A pattern of type $G$ must satisfy $S(R)u=\chi_G(R)u$. Taking the component on atom $\pi_R(1)$ and using $\chi_G^2=1$ gives

$$
\mathbf u_{\pi_R(1)}=\chi_G(R)R\,\mathbf u_1 .
\tag{16}
$$

The other three displacements are thus fixed by the first. In an $A_g$ pattern, for instance, $\mathbf u_1=(u_x,u_y,u_z)$ is accompanied by $(-u_x,u_y,-u_z)$ on the screw image, $(-u_x,-u_y,-u_z)$ on the inversion image and $(u_x,-u_y,u_z)$ on the glide image. The three components of $\mathbf u_1$ are free, so each set supplies three patterns of every type. The sets Hf, O1 and O2 together supply nine.

This freedom would be lost at an inversion centre. A set of two atoms on such centres has $N_E=N_i=2$, and its character is $(6,0,-6,0)$. Equation (12) then gives $(6-6)/4=0$ patterns for each even type and $(6+6)/4=3$ for each odd type. The numbers in (15) therefore depend on the occupied sites as well as on the space group.

### Removing the translations

In three of the 36 patterns the whole crystal moves by the same vector $\mathbf t$. For such a pattern, (7) reduces to $\mathbf t\to R\mathbf t$. A shift along $y$ is unchanged by the screw and reversed by inversion, so it has type $A_u$. A shift along $x$ or $z$ is reversed by both, so it has type $B_u$. Hence

$$
\Gamma_{\rm acoustic}=A_u+2B_u .
\tag{17}
$$

These motions cost no energy and have $\omega=0$ at the zone centre. The optical modes are orthogonal to them in the mass-weighted coordinates of (10). The matrices $S$ are orthogonal and map uniform shifts onto uniform shifts, so they also map the orthogonal space onto itself. The three motions can therefore be subtracted type by type:

$$
\Gamma_{\rm optical}=9A_g+9B_g+8A_u+7B_u .
\tag{18}
$$

The total is $9+9+8+7=33$. No force constant entered the count. Changing the bonding while keeping the structure and its symmetry moves the frequencies, but it leaves these four numbers as they are.

## 2. Optical activity and a worked crystal

The first half sorted the zone-centre modes by two signs: $s$ under the screw rotation $C_2$ about $y$, and $p$ under inversion. The types are $A_g\,(s=1,p=1)$, $B_g\,(-1,1)$, $A_u\,(1,-1)$ and $B_u\,(-1,-1)$. The optical modes are $9A_g+9B_g+8A_u+7B_u$. Mode $m$ has frequency $\omega_m$, normal coordinate $Q_m$ and normalized vector $\mathbf e_{jm}$, and it displaces atom $j$ of mass $M_j$ by $Q_m\mathbf e_{jm}/\sqrt{M_j}$. The matrix $S(R)$ applies operation $R$ to a displacement pattern, and $D$ is the mass-weighted force-constant matrix. The axis $y$ lies along $\mathbf b$.

Symmetry and the occupied sites have fixed the numbers of the 33 optical modes of each type, without any force constants. It remains to derive which types can have a dipole or a Raman tensor, to add the macroscopic field, and to test the result in a spring model of hafnia.
